# Why a Tilted Ferroelectric Barrier Is Not a Diode at Vanishing Bias

Suppose that a tilted tunnel barrier let electrons through more easily from its low side than from its high side. Place it between two electrodes with equal temperatures and equal Fermi levels. Both electrodes offer electrons with the same occupation at each energy, so unequal transmissions would leave a net current. A short-circuited memory cell in equilibrium would then drive a current for ever and heat a resistor in its circuit. A model that assigns different transmissions to the two directions therefore gets more than a detail of the device wrong: it contradicts thermodynamics.

The tempting argument is that an electron arriving at the low edge "sees" a lower barrier. A ferroelectric film between unlike metals is a good place to test it, because its barrier is visibly tilted and the tilt can be reversed.

## The counter-example

### The barrier profile

A film of thickness \(d=2.4\) nm occupies \(0<x<d\). Its polarization \(P=10\ \mu\mathrm{C/cm^2}\) is positive when it points right, and its background permittivity is \(\varepsilon_f=60\). The electrodes have screening lengths \(\lambda_L=0.05\) nm and \(\lambda_R=0.5\) nm, and permittivities \(\varepsilon_L=4\) and \(\varepsilon_R=8\). Let \(V\) be the voltage of the left electrode minus that of the right, and let \(e>0\), so that an electron has potential energy \(-e\phi\) in the potential \(\phi\).

Polarization pointing right leaves bound charge \(-P\) at \(x=0\) and \(+P\) at \(x=d\). The left electrode answers with a screening charge \(\sigma\) per area, the right one with \(-\sigma\). The displacement in the film equals the free charge per area to its left, so \(\varepsilon_0\varepsilon_fE_f+P=\sigma\) and

\[
E_f=\frac{\sigma-P}{\varepsilon_0\varepsilon_f}.
\]

In linear Thomas–Fermi screening the field inside an electrode decays as \(e^{-s/\lambda}\) with the distance \(s\) from the film. At the surface it is \(\sigma/(\varepsilon_0\varepsilon)\), because the displacement is continuous. Its integral, the voltage lost in the electrode, is \(\sigma a/\varepsilon_0\) with \(a=\lambda/\varepsilon\). The three voltage drops add up to \(V\):

\[
\frac{\sigma a_L}{\varepsilon_0}+\frac{(\sigma-P)d}{\varepsilon_0\varepsilon_f}+\frac{\sigma a_R}{\varepsilon_0}=V
\quad\Rightarrow\quad
\sigma=\frac{\varepsilon_0V+Pd/\varepsilon_f}{a_L+a_R+d/\varepsilon_f}.
\]

Here \(a_L=0.0125\) nm, \(a_R=0.0625\) nm and \(d/\varepsilon_f=0.04\) nm. At \(V=0\),

\[
\sigma=\frac{10\times0.04}{0.115}=3.478\ \mu\mathrm{C/cm^2}.
\]

Going right from deep inside the left electrode, the potential falls by \(\sigma a_L/\varepsilon_0\) before the film begins, which raises the electron energy there. On the far side the potential must still fall by \(\sigma a_R/\varepsilon_0\) to reach its value deep in the right electrode, so the electron energy at \(x=d\) is lowered. With \(\varepsilon_0=0.8854\ \mu\mathrm{C/cm^2}\) per V/nm, the shifts are

\[
\frac{e\sigma a_L}{\varepsilon_0}=\frac{3.478\times0.0125}{0.8854}=0.0491\ \mathrm{eV},\qquad
\frac{e\sigma a_R}{\varepsilon_0}=0.2455\ \mathrm{eV}.
\]

Without polarization the barrier stands 0.8 eV above the common Fermi level. With \(P\) pointing right its edges are therefore at 0.8491 eV on the left and 0.5545 eV on the right.

### The two transmissions

Let the electrodes have Fermi energies of 5 eV (left) and 2 eV (right), measured from their band bottoms, and take the free-electron mass throughout. An electron at the Fermi level with normal incidence then has, from the numerical solution of its wave equation,

\[
T_{L\to R}=2.659\times10^{-9},\qquad T_{R\to L}=2.659\times10^{-9}.
\]

Each number comes from its own scattering state, integrated from its own outgoing side. The low edge gives no advantage.

The semiclassical exponent shows why the tempting argument fails. In the film the wave decays at the rate \(\kappa=\sqrt{2mU}/\hbar\), where \(U\) is measured from the electron's energy. For \(U\) linear between \(u_0\) and \(u_1\), \(dx=d\,dU/(u_1-u_0)\), and

\[
2\int_0^d\kappa\,dx=\frac{2\sqrt{2m}}{\hbar}\frac{d}{u_1-u_0}\int_{u_0}^{u_1}\!\sqrt U\,dU
=\frac{4d\sqrt{2m}}{3\hbar}\,\frac{u_1^{3/2}-u_0^{3/2}}{u_1-u_0}.
\]

Exchanging \(u_0\) and \(u_1\) changes nothing: an electron must cross the whole barrier, in whichever order it meets the parts. The value here is 20.56. This argument leaves out reflection at the edges and in the screening layers, so it is not yet a proof.

### A false alarm

The squared amplitudes of the transmitted waves, for unit incident amplitude, are unequal: \(|t|^2=4.2045\times10^{-9}\) from the left and \(|t'|^2=1.6818\times10^{-9}\) from the right. They are not probabilities, since the electrons move at different speeds in the two electrodes. A transmission probability is a ratio of fluxes, and flux is speed times squared amplitude. At the Fermi level \(v_R/v_L=\sqrt{2/5}=0.6325\), so

\[
0.6325\times4.2045\times10^{-9}=2.659\times10^{-9}=\frac{1.6818\times10^{-9}}{0.6325}.
\]

## The general statement

Consider a fixed profile: polarization, bias and effective mass \(m(x)\) are all held while the two directions are compared. Let the electron be coherent and elastic, in one channel, at an energy \(E\) at which both electrodes carry propagating waves. Then

\[
T_{L\to R}(E)=T_{R\to L}(E).
\]

If one electrode has no propagating state at \(E\), both transmissions vanish. The statement holds at each fixed bias, not just at zero. It does not say that the profiles at \(+V\) and \(-V\), or at \(+P\) and \(-P\), transmit alike, because those are different profiles.

### Proof

The wave equation with position-dependent mass is

\[
-\frac{\hbar^2}{2}\frac{d}{dx}\!\left(\frac{\psi'}{m}\right)+U\psi=E\psi ,
\]

where \(\psi\) and \(\psi'/m\) are continuous, also across interfaces. For two solutions at the same \(E\), define

\[
W=\psi_1\frac{\psi_2'}{m}-\psi_2\frac{\psi_1'}{m}.
\]

Differentiate. The terms \(\psi_1'\psi_2'/m\) cancel, and the wave equation replaces \((\psi'/m)'\) by \(2(U-E)\psi/\hbar^2\):

\[
W'=\psi_1\frac{2(U-E)}{\hbar^2}\psi_2-\psi_2\frac{2(U-E)}{\hbar^2}\psi_1=0 .
\]

So \(W\) has the same value in both electrodes. Take for \(\psi_1\) the state incident from the left and for \(\psi_2\) the state incident from the right. Far from the film they are

\[
\begin{aligned}
\text{left: }&\psi_1=e^{ik_Lx}+re^{-ik_Lx},&\psi_2&=t'e^{-ik_Lx},\\
\text{right: }&\psi_1=te^{ik_Rx},&\psi_2&=e^{-ik_Rx}+r'e^{ik_Rx}.
\end{aligned}
\]

On the left,

\[
\begin{aligned}
m_LW&=(e^{ik_Lx}+re^{-ik_Lx})(-ik_Lt'e^{-ik_Lx})-t'e^{-ik_Lx}(ik_Le^{ik_Lx}-ik_Lre^{-ik_Lx})\\
&=-ik_Lt'-ik_Lrt'e^{-2ik_Lx}-ik_Lt'+ik_Lrt'e^{-2ik_Lx}=-2ik_Lt'.
\end{aligned}
\]

On the right,

\[
\begin{aligned}
m_RW&=te^{ik_Rx}(-ik_Re^{-ik_Rx}+ik_Rr'e^{ik_Rx})-(e^{-ik_Rx}+r'e^{ik_Rx})\,ik_Rte^{ik_Rx}\\
&=-ik_Rt+ik_Rr'te^{2ik_Rx}-ik_Rt-ik_Rr'te^{2ik_Rx}=-2ik_Rt.
\end{aligned}
\]

Equate the two values of \(W\) and use \(v=\hbar k/m\):

\[
v_Lt'=v_Rt .
\]

The flux transmissions follow:

\[
T_{R\to L}=\frac{v_L}{v_R}|t'|^2=\frac{v_L}{v_R}\,\frac{v_R^2}{v_L^2}|t|^2=\frac{v_R}{v_L}|t|^2=T_{L\to R}.
\]

The same relation gives \(|t'|^2/|t|^2=(v_R/v_L)^2=2/5\), the ratio 0.4000 found in the example.

A simple limit can be checked by hand. Shrink the film to nothing, leaving a bare potential step with equal masses. For incidence from the left, continuity requires \(1+r=t\) and \(k_L(1-r)=k_Rt\). Eliminating \(r\) gives \(t=2k_L/(k_L+k_R)\), and exchanging the labels gives \(t'=2k_R/(k_L+k_R)\). Both directions then have \(T=4k_Lk_R/(k_L+k_R)^2\), although the step has no mirror symmetry.

The equality was also tested in four cases: both polarizations at zero bias and the Fermi level, and at 0.2 V \(P\) pointing right at \(-0.4\) eV and \(P\) pointing left at 1.3 eV. Each case was run with equal masses and with masses of 1, 0.6 and 1.8 electron masses in the left electrode, film and right electrode. The largest difference between directions, relative to the transmission, was \(5\times10^{-11}\).

### Many channels

Rough interfaces mix transverse channels, and the one-channel proof no longer suffices. Normalize all channels to unit flux and collect the amplitudes in

\[
S=\begin{pmatrix}r&t'\\t&r'\end{pmatrix}.
\]

Flux conservation makes \(S\) unitary. The upper left blocks of \(S^\dagger S=1\) and \(SS^\dagger=1\) read

\[
r^\dagger r+t^\dagger t=1,\qquad rr^\dagger+t't'^\dagger=1 .
\]

Both unit matrices have the dimension of the left channel space, and \(\mathrm{Tr}\,r^\dagger r=\mathrm{Tr}\,rr^\dagger\). Subtracting the traces gives

\[
\mathrm{Tr}\,t^\dagger t=\mathrm{Tr}\,t't'^\dagger .
\]

The totals agree even without time-reversal symmetry. Equality for each pair of channels needs more. If the Hamiltonian and the channel functions are real, the complex conjugate of a scattering state is also a solution, with incoming and outgoing waves exchanged. From \(b=Sa\) follows \(a^*=Sb^*=SS^*a^*\), so \(S^*=S^{-1}=S^\dagger\), and \(S\) is symmetric.

A random scatterer with two left and three right channels shows the distinction. With a real Hamiltonian both totals are 1.7777, and each pair of channels agrees to rounding. With a complex one both totals are 1.1222, while individual pairs differ by up to 0.34.

## From transmission to current

Return to equal masses and conserved parallel momentum, so that \(T\) depends on the energy \(E\) of the normal motion. Let both electrodes have temperature \(\mathcal T\), and measure energies from the mean of the Fermi levels, so that \(\mu_L=-eV/2\) and \(\mu_R=+eV/2\). The electron flux from one electrode is

\[
2\int\!\frac{d^2k_\parallel}{(2\pi)^2}\int\!\frac{dE}{2\pi\hbar}\,T f(E+\epsilon_\parallel-\mu)
=\frac{m}{2\pi^2\hbar^3}\int\! T\,F(E-\mu)\,dE .
\]

The 2 counts spin, the factor \(v_x\,dk_x=dE/\hbar\) removes the speed, and \(d^2k_\parallel/(2\pi)^2\) becomes \(m\,d\epsilon_\parallel/(2\pi\hbar^2)\). Integrating the Fermi function \(f\) over \(\epsilon_\parallel>0\) gives \(F(E-\mu)=k_B\mathcal T\ln[1+e^{(\mu-E)/k_B\mathcal T}]\).

Conventional current to the right is carried by electrons moving left. Because \(T\) is the same in both directions, the two fluxes combine into

\[
J(V)=\frac{em}{2\pi^2\hbar^3}\int T(E,V)\,N(E,V)\,dE,\qquad
N=F(E-\tfrac{eV}{2})-F(E+\tfrac{eV}{2}).
\]

At \(V=0\), \(N=0\) and the spurious equilibrium current is gone. Reversing \(V\) reverses \(N\), hence

\[
J(V)+J(-V)=\frac{em}{2\pi^2\hbar^3}\int[T(E,V)-T(E,-V)]\,N(E,V)\,dE .
\]

If \(T\) varies smoothly with bias, the bracket is \(2V\,\partial_VT\) to leading order. Since \(\partial F/\partial\mu=f\), \(N=eVf(E)\) to leading order. Therefore \(J=GV+BV^2+O(V^3)\), with

\[
G=\frac{e^2m}{2\pi^2\hbar^3}\int T(E,0)f\,dE,\qquad
B=\frac{e^2m}{2\pi^2\hbar^3}\int \partial_VT\big|_{0}f\,dE,
\]

\[
\frac{J(V)}{|J(-V)|}-1\simeq\frac{2BV^2}{GV}=\frac{2B}{G}V\to0\qquad(V\to0^+).
\]

Rectification comes from the change of the profile with bias, and it disappears linearly. For \(P\) pointing right the left-hand side is 0.0057 at 1 mV, 0.058 at 10 mV, 0.77 at 100 mV and 2.2 at 200 mV. At 100 mV the currents are \(+0.587\) and \(-0.331\ \mathrm{A/cm^2}\), a ratio of 1.8. The rectification is plain at that bias, though weak for a diode. It owes little to the tilt set by \(P\): at 100 mV the left-hand side is 0.73 for \(P=0\) and 0.69 for \(P\) pointing left, with the same sign.

The slope can be estimated. Because \(\sigma\) contains \(V\), the left edge moves by \(e(-\tfrac12+0.0125/0.115)=-0.391\) eV per volt and the right edge by \(e(\tfrac12-0.0625/0.115)=-0.043\) eV per volt. Positive bias thus lowers the mean barrier \(\bar U\) by 0.217 eV per volt. For a flat barrier \(\ln T\simeq-2d\sqrt{2m\bar U}/\hbar\), so lowering \(\bar U\) by \(\delta\) raises \(\ln T\) by \((\sqrt{2m}/\hbar)\,d\,\delta/\sqrt{\bar U}\). With \(\sqrt{2m}/\hbar=5.12\ \mathrm{nm^{-1}eV^{-1/2}}\) and \(\bar U=0.70\) eV this is 3.2 per volt. The predicted \(2B/G\) is 6.4 per volt; the computed 1 mV value corresponds to 5.7.

The result fails outside its conditions. Electrodes at different temperatures can drive a thermoelectric current at \(V=0\). If the applied bias switches the polarization, \(T\) is no longer a smooth function of \(V\), and the two signs of bias compare different memory states.

## What reversing the polarization does

At zero bias, \(P\to-P\) changes the sign of \(\sigma\) and of both edge shifts. The edges move to 0.7509 eV on the left and 1.0455 eV on the right. The mean barrier rises by

\[
\frac{e\sigma(a_R-a_L)}{\varepsilon_0}=0.2455-0.0491=0.1964\ \mathrm{eV}.
\]

The transmission falls to \(2.011\times10^{-10}\), again the same from both sides. The ratio of the two memory states is 13.2 at the Fermi level. The semiclassical exponents, 20.56 and 23.28, give \(e^{2.72}\approx15\); the remainder lies in what the exponent omits. Reflection at the film edges brings the ratio to 13.7 for the same film profile between flat electrodes, and the screening layers bring it to 13.2. Over all contributing electrons at 300 K, the conductances are 4.08 and \(0.326\ \mathrm{S/cm^2}\), a ratio of 12.5. One square micrometre would have a resistance of about 25 MΩ in one state and 310 MΩ in the other.

Reciprocity also tells when this memory effect must vanish. If the electrodes are identical and the unpolarized barrier is symmetric, reversing \(P\) at \(V=0\) exchanges the two edge heights and the two screening layers: \(U_{-P}(x)=U_P(d-x)\). Mirroring a profile exchanges its two directions of transmission, so

\[
T^{(-P)}_{L\to R}=T^{(P)}_{R\to L}=T^{(P)}_{L\to R}.
\]

With the right electrode's parameters used on both sides, the computed ratio is 1 to eight decimals, although each barrier is tilted. An asymmetry besides the polarization is thus necessary for a change of coherent zero-bias transmission. It is not shown to be sufficient.

A second limit is perfect screening, \(a_L,a_R\to0\). Then \(\sigma\to P\), the film field and the edge shifts vanish, and in this model reversal has no effect even between different metals.

## The model beside a real junction

The parameters are illustrative, loosely modelled on ultrathin barium titanate between a good metal and a conducting oxide. The screening lengths are independent inputs and do not follow from the Fermi energies: for free electrons with the same permittivities, Thomas–Fermi theory gives 0.1205 nm on the left and 0.2142 nm on the right. With those lengths the conductance ratio changes from 12.5 to 0.86, so even which state conducts better depends on this choice. The ratio of 12.5 thus illustrates strongly unequal screening and is not a prediction for a particular junction. The film is about six unit cells thick. Its polarization is set well below the bulk value of roughly \(25\ \mu\mathrm{C/cm^2}\); its background permittivity of 60 is an assumed value. One doubtful assumption is that \(P\) keeps its assumed value in a device. Incomplete screening leaves a field of 1.2 MV/cm against the polarization, and the model does not show that the film withstands it. If \(P\) drops to half, the conductance ratio falls from 12.5 to 3.5. This is close to \(\sqrt{12.5}\), as expected when the logarithm of the ratio is proportional to \(P\).

Other omissions shift the numbers too. The unpolarized barrier was taken flat, which assumes equal work functions; unlike metals generally add a built-in tilt. A right-hand work function larger by 0.3 eV, at the same mean of the two, multiplies the larger conductance by 2.4 and gives a ratio of about 13; one smaller by 0.3 eV multiplies it by 0.44 and gives about 12. The image force would lower the middle of the barrier by about 0.08 eV for a fast permittivity of 5, and the parts near the edges by more. Lowering the whole barrier by 0.08 eV multiplies the larger conductance by 3.2 and changes the ratio to 14.2. That understates the effect on the current: the full classical image potential, with the barrier cut off 2 eV below the Fermi level, multiplies the larger conductance by about 22 and gives a ratio of 12.9. The factor depends on the cutoff: placed at the Fermi level, it gives about 15 and a ratio of 13.1. A barrier mass of half the electron mass reduces the normal-incidence ratio from 13.2 to 6.7. The right-hand edge shift is 12% of that electrode's Fermi energy, so linear screening is itself approximate. Passage over the barrier top contributes about \(10^{-7}\) of the larger conductance without the image force, and about \(2\times10^{-5}\) with the full image potential. Traps and inelastic tunnelling are not included and have not been sized.

These corrections change how well the two polarizations can be told apart. Those that only alter the coherent profile, such as the image force or the barrier mass, leave the equality of the two directions intact.

## Table of computed values

```
film: thickness 2.4 nm, permittivity 60, P 10 uC/cm2
unshifted barrier 0.8 eV; temperature 300 K
left electrode: Fermi energy 5.0 eV, screening length 0.05 nm, permittivity 4
right electrode: Fermi energy 2.0 eV, screening length 0.5 nm, permittivity 8
screening charge at zero bias: 3.478 uC/cm2
edge shift sizes left, right: 0.0491, 0.2455 eV
mean barrier change on reversal: 0.1964 eV
depolarizing field size: 1.228 MV/cm
P right: barrier edges left, right 0.8491, 0.5545 eV
P right: T left-to-right 2.659142e-09, right-to-left 2.659142e-09
P right: raw squared amplitudes 4.2045e-09, 1.6818e-09
P right: raw amplitude ratio, reverse/forward 0.4000
P left: barrier edges left, right 0.7509, 1.0455 eV
P left: T left-to-right 2.010990e-10, right-to-left 2.010990e-10
P left: raw squared amplitudes 3.1797e-10, 1.2719e-10
P left: raw amplitude ratio, reverse/forward 0.4000
largest relative directional difference in tests: 5.3e-11
T on/off ratio at Fermi level: 13.220
WKB exponents P right, left: 20.563, 23.280; ratio 15.137
identical electrodes: T ratio on reversal 1.00000000
real multichannel H: totals 1.777703, 1.777703; largest channel difference 3.3e-16
complex multichannel H: totals 1.122237, 1.122237; largest channel difference 3.4e-01
conductance P right, left: 4.0772e+00, 3.2581e-01 S/cm2
conductance on/off ratio: 12.514
J(+V)/|J(-V)| - 1 at 1 mV, P right, left: 0.00569, 0.00526
J(+V)/|J(-V)| - 1 at 10 mV, P right, left: 0.05836, 0.05386
J(+V)/|J(-V)| - 1 at 100 mV, P right, left: 0.77072, 0.69453
J(+V)/|J(-V)| - 1 at 200 mV, P right, left: 2.21198, 1.91749
J at +100, -100 mV, P right: 5.8690e-01, -3.3145e-01 A/cm2
image lowering at mid-film, fast permittivity 5: 0.0832 eV
uniform lowering by that: G(P right) factor 3.175, on/off 14.182
P reduced to half: conductance on/off 3.524
barrier mass 0.5: T on/off at normal incidence 6.712
P right: over-barrier share of G 9.4e-08; G(300 K)/G(0 K) 1.232
P left: over-barrier share of G 5.8e-10; G(300 K)/G(0 K) 1.182
right edge shift / right Fermi energy: 0.123
film field at +100 mV, P right: -1.083 MV/cm
film field at -100 mV, P right: -1.373 MV/cm
```
